# Bethe's nonrelativistic Lamb shift of the hydrogen 2s level

The coupling of a bound electron to the vacuum field raises the s levels of a light hydrogen-like atom. If the electron is nonrelativistic, the part of the shift that a free electron would also have is absorbed in its mass, and photon energies are cut off at $K$, the shift in the lowest order of perturbation theory in the coupling to the field is

$$\Delta E_{ns}=\frac{8\alpha^3Z}{3}\,|\psi_{ns}(0)|^2\ln\frac{K}{\bar E}=\frac{8\alpha^3Z^4}{3\pi n^3}\ln\frac{K}{\bar E}\ \text{Ry},\qquad(1)$$

up to terms that vanish for large $K$. Here $\bar E$ is a mean excitation energy fixed by the atomic spectrum. For hydrogen 2s, $\bar E=16.64$ Ry, and $K=mc^2$ gives 1047 MHz. In this model, which leaves out spin, the 2p level moves up by 4 MHz, so the two separate by 1043 MHz; in real hydrogen the spin contribution to 2p is larger than this 4 MHz, as noted at the end. The choice $K=mc^2$ is an estimate of where the nonrelativistic treatment ends, which limits the meaning of these digits, as shown below.

Rydberg atomic units are used: $\hbar=1$, $m=1/2$, $e^2=2$, with lengths in Bohr radii $a_0$ and energies in Ry. Then $c=2/\alpha$ and $mc^2=c^2/2=2/\alpha^2$. The nucleus is a fixed point charge and electron spin is left out; scaling with the reduced mass of hydrogen would lower the 2s value by about 1.6 MHz. The electron, of charge $-e$, has the Hamiltonian

$$\Big(\mathbf p+\frac{e}{c}\mathbf A\Big)^2+V,\qquad V=-\frac{2Z}{r}.$$

In the dipole approximation $\mathbf A$ is taken at the nucleus. The term in $\mathbf A^2$ then contains no electron variable and shifts all levels equally, so it drops out. The remaining coupling is $2\sqrt2\,\mathbf p\cdot\mathbf A/c$. In a box of volume $\Omega$, a mode of photon energy $k$ and polarization $\boldsymbol\epsilon$ contributes $\sqrt{2\pi c^2/(\Omega k)}\;\boldsymbol\epsilon\,(b+b^\dagger)$ to $\mathbf A$.

Second-order perturbation theory starts from level $n$ without photons and passes through states $m$ with one photon. With $\omega_m=E_m-E_n$, the shift is

$$-\sum_{\text{modes}}\sum_m\frac{8}{c^2}\,\frac{2\pi c^2}{\Omega k}\,\frac{|\boldsymbol\epsilon\cdot\mathbf p_{mn}|^2}{\omega_m+k}.$$

The two polarizations are perpendicular to the photon direction $\hat{\mathbf q}$, so their sum is $|\mathbf p_{mn}|^2-|\hat{\mathbf q}\cdot\mathbf p_{mn}|^2$. Its integral over directions is $4\pi(1-\tfrac13)|\mathbf p_{mn}|^2$. The wave number is $k/c$, so the mode sum carries the measure $\Omega k^2dk/(8\pi^3c^3)$ per unit solid angle. The prefactors combine to

$$\frac{16\pi}{k}\,\frac{k^2}{8\pi^3c^3}\,\frac{8\pi}{3}=\frac{16k}{3\pi c^3}=Ak,\qquad A=\frac{2\alpha^3}{3\pi}.$$

Let $w_m$ be $|\mathbf p_{mn}|^2$ summed over degenerate final states and averaged over the magnetic states of the initial level. The unrenormalized shift is

$$\Delta E^{(0)}=-A\int_0^K k\,dk\sum_m\frac{w_m}{\omega_m+k}.\qquad(2)$$

If a lower level exists, $\omega_m$ is negative and the integral is a principal value; the pole itself gives the decay width.

The dipole approximation needs a reason, because photons with $k$ above about $c=2/\alpha$ have a reduced wavelength below $a_0$. With the factors $e^{\pm i\mathbf q\cdot\mathbf r}$ restored, $|\mathbf q|=k/c$, the energy denominator contains

$$e^{i\mathbf q\cdot\mathbf r}He^{-i\mathbf q\cdot\mathbf r}=H-2\mathbf q\cdot\mathbf p+q^2.$$

Relative to $k$, the added terms are of order $2p/c=v/c$ and $q^2/k=k/c^2=k/(2mc^2)$. The first is small in a light atom at any $k$. It multiplies a shift linear in $K$, however, and its square leaves a free-electron term $-\tfrac45AK\langle p^4\rangle/c^2$, about $-88$ MHz for 2s and $-16$ MHz for 2p at $K=mc^2$. This term has no logarithm, comes from photons near the cutoff, and belongs with the constant that the present treatment leaves open. The second, the recoil energy, is small only for $k\ll mc^2$. What limits the treatment is thus the electron rest energy and not the size of the atom, and this motivates $K\approx mc^2$.

For large $K$, expression (2) grows linearly with $K$. A free electron shows the same growth. Its momentum is conserved in the dipole coupling, so the intermediate state has $\omega=0$ and the shift is

$$-A\int_0^K dk\,p^2=-AKp^2.$$

An increase $\delta m$ of the mass changes $p^2/(2m)$ by $-p^2\delta m/(2m^2)=-p^2\,\delta m/m$ for $m=1/2$. The field therefore raises the mass by the fraction $\delta m/m=AK$, which is 0.0031 for $K=mc^2$. The observed mass already includes this increase. The Hamiltonian must start from the smaller bare mass, whose kinetic energy, written with the observed mass, is $p^2+AKp^2$ to first order in $A$. The extra term has the expectation value

$$+AK\langle p^2\rangle=A\int_0^Kdk\sum_mw_m,$$

by completeness of the states $m$. Added to (2), it gives, since $1-k/(\omega_m+k)=\omega_m/(\omega_m+k)$,

$$\Delta E=A\sum_mw_m\omega_m\int_0^K\frac{dk}{\omega_m+k}
=A\sum_mw_m\omega_m\ln\left|\frac{K+\omega_m}{\omega_m}\right|.\qquad(3)$$

The linear growth has become logarithmic. Where $K\gg|\omega_m|$, the numerator may be replaced by $K$; the error from the high continuum is computed below. Then

$$\Delta E=A\Big[S\ln K-\sum_mw_m\omega_m\ln|\omega_m|\Big],\qquad S=\sum_mw_m\omega_m.\qquad(4)$$

Energies inside separate logarithms are understood in Ry.

The sum $S$ needs no knowledge of the excited states. Because $[H,\mathbf p]=[V,\mathbf p]=i\nabla V$, completeness gives

$$S=\langle n|\mathbf p\cdot[H,\mathbf p]|n\rangle=\int\psi\,\nabla\cdot(\psi\nabla V)\,d^3r$$

for a real orbital $\psi$, where $\mathbf p=-i\nabla$ was used. Two integrations by parts lead to

$$S=-\int\psi\nabla\psi\cdot\nabla V\,d^3r=-\frac12\int\nabla(\psi^2)\cdot\nabla V\,d^3r=\frac12\int\psi^2\nabla^2V\,d^3r .$$

From $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ follows $\nabla^2V=8\pi Z\delta(\mathbf r)$, and so

$$S=4\pi Z|\psi(0)|^2.\qquad(5)$$

For an s level, define $\bar E$ by

$$\ln\bar E=\frac{1}{S}\sum_mw_m\omega_m\ln|\omega_m|.\qquad(6)$$

Equation (4) becomes $\Delta E=AS\ln(K/\bar E)$, the first form of (1). For $l>0$ the density at the nucleus vanishes and $S=0$. The cutoff then disappears from (4), and a finite shift $-A\sum w_m\omega_m\ln|\omega_m|$ remains.

The density at the nucleus has a simple mechanical meaning. In a field mode a free electron has the extra velocity $2\sqrt2\mathbf A/c$, hence a displacement of amplitude $2\sqrt2|\mathbf A|/(ck)$. With two polarizations and $\Omega k^2dk/(2\pi^2c^3)$ modes for each, the mean square displacement is

$$\langle\delta r^2\rangle=\int\frac{16\pi}{\Omega k^3}\,\frac{\Omega k^2dk}{\pi^2c^3}=\frac{16}{\pi c^3}\int\frac{dk}{k}=3A\int\frac{dk}{k}.$$

Averaging $V(\mathbf r+\delta\mathbf r)$ over isotropic displacements adds $\tfrac16\langle\delta r^2\rangle\nabla^2V$. Its expectation value is $\tfrac12A\langle\nabla^2V\rangle\int dk/k=AS\int dk/k$, the structure just found. The jitter smears the attraction at the nucleus and so raises an s level. Equation (3) supplies the lower end of the logarithm, which the free-electron picture leaves open.

To find $\bar E$, the spectrum seen from 2s is needed. Set $Z=1$ and write the final energy as $-\gamma^2$, with $\gamma=1/n'$ for a bound level and $\gamma=i\kappa$ for a continuum state of energy $\kappa^2$. The radial equation is

$$-u''+\Big[\frac{l(l+1)}{r^2}-\frac2r\Big]u=-\gamma^2u.$$

Inserting $u=r^{l+1}e^{-\gamma r}f$ and $z=2\gamma r$ gives $zf''+(2l+2-z)f'-(l+1-1/\gamma)f=0$, Kummer's equation. The regular solution is $u=N_l\varphi$ with

$$\varphi=r^{l+1}e^{-\gamma r}M(l+1-1/\gamma,\,2l+2,\,2\gamma r).$$

For large $r$, the asymptotic form of $M$ gives the term in $e^{+\gamma r}$ as

$$\frac{(2l+1)!}{\Gamma(l+1-1/\gamma)}(2\gamma)^{-l-1-1/\gamma}\,r^{-1/\gamma}e^{\gamma r}.\qquad(7)$$

In the continuum $\varphi$ is real, so it oscillates with twice the modulus of this term. A state normalized per unit energy has amplitude $1/\sqrt{\pi\kappa}$, because $\int\sin\kappa r\sin\kappa'r\,dr$ contributes $\tfrac\pi2\delta(\kappa-\kappa')=\pi\kappa\,\delta(\varepsilon-\varepsilon')$. Since $|i^{\,i/\kappa}|=e^{-\pi/(2\kappa)}$,

$$N_l^2=\frac{(2\kappa)^{2l+2}e^{\pi/\kappa}|\Gamma(l+1+i/\kappa)|^2}{4\pi\kappa\,[(2l+1)!]^2}.$$

With $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$ and $D=1-e^{-2\pi/\kappa}$, this gives

$$N_0^2=\frac2D,\qquad N_1^2=\frac{2(1+\kappa^2)}{9D},\qquad N_2^2=\frac{1+4\kappa^2}{100}N_1^2.$$

For bound states, differentiate the radial equation with respect to the energy $E$. This shows that $\varphi^2$ is the $r$-derivative of $\varphi'\partial_E\varphi-\varphi\,\partial_E\varphi'$. At large $r$, $\varphi\to b\,r^{n'}e^{-\gamma r}$ and $\partial_E\varphi\to a\,r^{-n'}e^{\gamma r}$, so $\int\varphi^2dr=-2\gamma ab$. Put $j=n'-l-1$. Near the bound energy $1/\Gamma(-j+\delta)\approx(-1)^jj!\,\delta$ with $\delta=-dE/(2\gamma^3)$, which gives $a$ from (7). The highest power of the polynomial $M$ gives $b=(-1)^j(2\gamma)^j(2l+1)!/(n'+l)!$. Thus

$$\frac1{N_l^2}=\frac{[(2l+1)!]^2(n'-l-1)!}{(n'+l)!}\,\frac{(2\gamma)^{-2l-2}}{\gamma^2}.$$

For $l=0$, $N_0^2=4/n'^3$, so $|\psi(0)|^2=N_0^2/(4\pi)=1/(\pi n'^3)$. Lengths scale as $1/Z$, which makes this $Z^3/(\pi n^3)$ for charge $Z$ and proves the second form of (1). For $l=1$, $N_1^2=4(1-1/n'^2)/(9n'^3)$. In all three channels the bound value follows from the continuum one by $\kappa^2\to-1/n'^2$ and $1/D\to2/n'^3$.

The overlaps reduce to one Laplace integral. Integrating the series for $M$ term by term and summing the resulting binomial series gives

$$J_l(\lambda)=\int_0^\infty r^le^{-\lambda r}\varphi\,dr=\frac{(2l+1)!}{(\lambda^2-\gamma^2)^{l+1}}\Big(\frac{\lambda-\gamma}{\lambda+\gamma}\Big)^{1/\gamma}.\qquad(8)$$

This holds first for large $\lambda$ and then, by analytic continuation, at $\lambda=1/2$. One more power of $r$ in the integrand multiplies it by

$$-\frac{J_l'}{J_l}=\frac{2(l+1)\lambda-2}{\lambda^2-\gamma^2}.$$

At $\lambda=1/2$ the denominator $\tfrac14-\gamma^2$ is the excitation energy $\omega$ from $n=2$.

The 2s radial function is $R=(1-r/2)e^{-r/2}/\sqrt2$, and $R'=(r/4-1)e^{-r/2}/\sqrt2$. The gradient $\hat{\mathbf r}R'/\sqrt{4\pi}$ leads to p states. Each Cartesian component has angular overlap $1/\sqrt3$ with its p orbital, and the three together give $w=|\int u\,rR'dr|^2$. For $l=1$, $\lambda=1/2$ and $\omega\neq0$ the factor $-J_1'/J_1$ vanishes, so the part of $R'$ with $r/4$ drops out. What remains is $w=N_1^2J_1^2/2$, or

$$w(\varepsilon)=\frac{4(1+\kappa^2)}{\omega^4}\,G,\qquad G=\frac{e^{-4\arctan(2\kappa)/\kappa}}{1-e^{-2\pi/\kappa}},\qquad\omega=\kappa^2+\tfrac14.\qquad(9)$$

For bound levels $\kappa^2\to-1/n'^2$ and

$$G\to\frac2{n'^3}\Big(\frac{n'-2}{n'+2}\Big)^{2n'}.$$

Formula (9) does not apply to the degenerate level $n'=2$: there $-J_1'/J_1=4$, and the two parts of $R'$ cancel. This level has $w=0$, because $[H,\mathbf r]=-2i\mathbf p$ makes $\mathbf p_{mn}$ proportional to $\omega_m$.

Summed over levels and integrated over the continuum, (9) gives $S=0.5000$ Ry$/a_0^2$. This agrees with (5), since $|\psi(0)|^2=1/(8\pi)=0.03979\,a_0^{-3}$. Bound levels supply 2.6% of $S$ and the continuum 97.4%. The logarithmic mean (6) is

$$\ln\bar E=2.8118,\qquad\bar E=16.64\ \text{Ry},$$

far above the 2s ionization energy of $0.25$ Ry. The reason is the slow fall of the density: for large $\kappa$ the exponential in $G$ tends to 1 and $D\to2\pi/\kappa$, so $w\to(2/\pi)\omega^{-5/2}$, and the normalized weight $w\omega/S$ falls only as $(4/\pi)\omega^{-3/2}$. An independent diagonalization in a finite basis gives $\ln\bar E=2.8117$.

The cutoff is $K=2/\alpha^2=37558$ Ry, and $A=8.246\times10^{-8}$ Ry$^{-1}$. Therefore

$$\ln\frac K{\bar E}=\ln\frac{37558}{16.639}=7.722,$$

$$\Delta E_{2s}=8.246\times10^{-8}\times0.5000\times7.722\ \text{Ry}=3.184\times10^{-7}\ \text{Ry},$$

which corresponds to 1047 MHz. Each unit of the logarithm is worth 135.6 MHz. The corresponding jitter is $\langle\delta r^2\rangle=3A\times7.722=1.91\times10^{-6}\,a_0^2$, a root mean square displacement of about $0.0014\,a_0$.

The slow fall of the continuum weight also fixes the error made in replacing $K+\omega$ by $K$ in (3). The normalized logarithm changes by

$$\frac4\pi\int_0^\infty\omega^{-3/2}\ln\Big(1+\frac\omega K\Big)d\omega=\frac4\pi\,\frac{2\pi}{\sqrt K}=\frac8{\sqrt K}$$

to leading order for large $K$. The integral follows by parts from $\int_0^\infty x^{-1/2}(1+x)^{-1}dx=\pi$. The estimate is 0.0413; the full sum gives 0.0402, or 5.5 MHz. Keeping this amount would not improve the result, since it comes mainly from excitation energies of order $mc^2$ and above, where the nonrelativistic spectrum is no longer valid: the same integration by parts shows that $\omega<K$ supplies only the fraction $(\pi-2\ln2)/(2\pi)\approx0.28$ of the integral.

For the 2p level take the orbital $\psi=zh$ with $h=e^{-r/2}/\sqrt{32\pi}$. Since $h'=-h/2$,

$$\partial_i\psi=\delta_{iz}h\Big(1-\frac r6\Big)-\frac h{2r}\Big(zx_i-\frac{\delta_{iz}r^2}3\Big).$$

The first part leads to s states, with overlap

$$\frac1{\sqrt8}\int u\Big(r-\frac{r^2}6\Big)e^{-r/2}dr.$$

At $\lambda=1/2$ the integrals $\int r\,e^{-r/2}\varphi\,dr=-J_0'$ and $\int r^2e^{-r/2}\varphi\,dr=J_0''$ equal $-J_0/\omega$ and $-2J_0/\omega$. The overlap is $-2N_0J_0/(3\sqrt8\,\omega)$, and its square is $w_s=G/(9\omega^4)$. The second part leads to d states. The squares of its three components, integrated over angles, give $8\pi r^4/9$ for the bracket, so

$$w_d=\frac{8\pi}9\,\frac14\,\frac1{32\pi}N_2^2J_2^2=\frac{N_2^2J_2^2}{144}=\frac{8(1+\kappa^2)}{9\omega^5}G,$$

where $1+4\kappa^2=4\omega$ was used. Both closed forms again exclude $n'=2$: the 2s level has $w=0$, and the d levels start at $n'=3$. The 1s level now enters with $\omega=-\tfrac34$ Ry. The sum $S$ vanishes within numerical error, as (5) requires, and $\sum w\omega\ln|\omega|=-0.01501$ Ry$/a_0^2$. Hence

$$\Delta E_{2p}=8.246\times10^{-8}\times0.01501\ \text{Ry}=1.238\times10^{-9}\ \text{Ry},$$

or 4.07 MHz. The 2s–2p splitting is 1043 MHz, independent of $K$ except through the 2s level.

The weak point is the cutoff. With $K=mc^2/2$ the 2s shift is 953 MHz, and with $K=2mc^2$ it is 1141 MHz: a factor of two in $K$ moves the result by $135.6\ln2=94$ MHz, about 9% of it. For cutoffs within a factor of two of $mc^2$, the calculation thus gives an upward 2s shift of about 1000 MHz, but it does not fix the hundreds digit. Fixing the constant beside the logarithm requires a relativistic treatment of the photons with $k$ near $mc^2$, including electron spin and pair creation. Spin also governs the 2p shift. The anomalous magnetic moment changes the spin-orbit energy by the fraction $\alpha/\pi$, which adds $-17$ MHz to 2p$_{1/2}$ and $+8.5$ MHz to 2p$_{3/2}$. The 2p$_{1/2}$ level of real hydrogen therefore moves down by about 13 MHz, and the 4 MHz found here is only its spin-independent part. For larger nuclear charge $\bar E$ grows as $Z^2$, so the logarithm shrinks as $Z\alpha$ increases and the undetermined constant gains weight. Equation (1) is thus a result for $Z\alpha\ll1$. The numerical check checks numerically the mode counting and polarization sum behind $A$, the mass subtraction on an exactly solvable oscillator coupled to field modes, the hydrogen spectra and the sum rules.

## Computed values

```
fine-structure constant alpha            0.007297353
cutoff K = m c^2                         37557.73 Ry
coupling constant A                      8.246219e-08 1/Ry
relative mass shift A K                  0.003097
box-mode sum / continuum formula         0.99940
oscillator: cutoff                       50.0 Ry
oscillator: level spacing                1.0 Ry
oscillator: number of field modes        400
oscillator: coupling constant            1.0e-07 1/Ry
oscillator: exact / renormalized formula 0.99956
kappa in Coulomb-function test           0.70 1/a0
largest relative density error           2.4e-12
2s sum of w (mean p^2)                   0.2500000 1/a0^2
2p sum of w (mean p^2)                   0.2500000 1/a0^2
2s density at nucleus                    0.0397887 1/a0^3
2s sum of w omega                        0.5000000 Ry/a0^2
2s same sum, diagonalization             0.5000000 Ry/a0^2
2p sum of w omega                        -2.0e-10 Ry/a0^2
2s bound share of sum rule               0.02643
2s continuum share of sum rule           0.97357
2s ln(Ebar/Ry), closed-form spectrum     2.811770
2s ln(Ebar/Ry), diagonalization          2.811747
2s mean excitation energy Ebar           16.6393 Ry
2p sum w omega ln|omega|, closed form    -0.0150084 Ry/a0^2
2p same sum, diagonalization             -0.0150083 Ry/a0^2
2s logarithm ln(K/Ebar)                  7.72186
2s shift per unit logarithm              135.6438 MHz
2s shift                                 3.183809e-07 Ry
2s shift, converted                      1047.42 MHz
2p shift                                 4.072 MHz
2s-2p splitting                          1043.35 MHz
2s shift for K = 0.5 m c^2             953.40 MHz
2s shift for K = 2.0 m c^2             1141.44 MHz
log change if K+omega is kept            0.04022
its asymptotic estimate 8/sqrt(K/Ry)     0.04128
2s shift change if K+omega is kept       5.456 MHz
```
